\section*{Critical thickness of a strained film: the Matthews-Blakeslee force balance, part 2}

A film grown coherently on a thick substrate of different lattice parameter is strained. A dislocation threading through the film can glide sideways and leave a misfit line at the interface, which relieves part of the strain. We seek the critical thickness $h_c$ at which this becomes possible. A fixed line energy would make $fh_c$ the same for every film; here the line energy depends on thickness.

The film has thickness $h$ and misfit strain magnitude $f$, and is taken to be in tension. Film and substrate are isotropic, with the same shear modulus $\mu$ and Poisson ratio $\nu$. The Burgers vector has length $b$ and makes the angle $\theta$ with the misfit line and $\lambda$ with the in-plane normal to that line, both between $0$ and $90^\circ$. Its component along the line is $b_s=b\cos\theta$. The unit normal of the slip plane has component $n_x$ along the in-plane normal, so the slipped strip has width $h/|n_x|$.

The in-plane misfit stress is
\begin{equation}
 \sigma_0=2\mu f+\frac{2\mu\nu}{1-2\nu}\,\frac{2(1-2\nu)}{1-\nu}f
 =2\mu f\,\frac{1+\nu}{1-\nu}.
 \label{eq:stress}
\end{equation}
The results needed for the balance are
\begin{equation}
 \sigma_0=2\mu f\frac{1+\nu}{1-\nu},\quad
 F_m=\sigma_0bh\cos\lambda,\quad F_l=E(h),\quad
 K=\frac{\mu b^2(1-\nu\cos^2\theta)}{4\pi(1-\nu)}.
 \label{eq:recap}
\end{equation}
Here $F_m$ drives the threading arm and $F_l$ holds it back. $E(h)$ is the self-energy per unit length of a long misfit line at depth $h$ below the free surface; an energy per length is a force.

In an infinite body, a ring of radius $r$ and width $dr$ around a straight dislocation holds the energy $K\,dr/r$ per unit length. For a pure screw, $K=\mu b_s^2/4\pi$ and the stress is $\mu b_s/2\pi r$. The sum over rings diverges at large $r$, so a finite $E(h)$ needs the free surface. We now find $E(h)$, beginning with a screw.

\subsection{A screw below a free surface}

The screw is again the simplest case. Place an image screw of opposite sign at height $h$ above the surface, in the continued material. At any point of the surface the two are equally distant, and their contributions to the traction cancel. Inside the body, the real screw plus its image is therefore the required field.

The energy can be found by making the dislocation along a vertical cut from the core to the surface. Linear elasticity gives half the final traction times the slip. At distance $s$ above the core, the real screw contributes $\mu b_s/2\pi s$. The image lies at distance $2h-s$ on the opposite side and has the opposite sign, so its contribution adds:
\begin{align}
 E_s&=\frac{b_s}{2}\int_{r_0}^{h}\frac{\mu b_s}{2\pi}
 \left(\frac1s+\frac1{2h-s}\right)ds
 =\frac{\mu b_s^2}{4\pi}\left[\ln\frac h{r_0}+\ln\frac{2h-r_0}{h}\right]\\
 &\simeq\frac{\mu b_s^2}{4\pi}\left[\ln\frac h{r_0}+\ln2\right],
 \qquad r_0\ll h .
 \label{eq:screwhalf}
\end{align}
The core radius $r_0$ excludes the region where linear elasticity fails. Work done on the small circle $r=r_0$ vanishes with $r_0/h$ and has been dropped. The surface has replaced the divergent outer radius by a length proportional to $h$, and the coefficient of the logarithm is still the ring coefficient.

\subsection{Generalization to any Burgers vector}

For an edge component, a single image does not clear the surface of traction, and the complete field is longer. The coefficient of the logarithm can be found without it.

The half-space contains no length other than $h$. The dislocation stress must therefore have the form $(\mu b/h)\,\mathbf S(\mathbf r/h)$, with $\mathbf S$ dimensionless. The total energy outside the core converges at large distance: the slip can be confined to a cut of length $h$ between core and surface, which from afar acts as a force dipole whose stress falls as $1/r^2$. The energy density is proportional to $1/h^2$ and the area scales as $h^2$, so
\begin{equation}
 E(h,r_0)=\mathcal E(h/r_0).
 \label{eq:scaling}
\end{equation}

Now reduce the core radius. The energy gained is that of the ring uncovered. Near the core, the stress is the infinite-body field, proportional to $1/r$, plus a smooth correction caused by the surface. The $1/r$ field reverses sign when the position vector does. Its product with the constant part of the correction therefore averages to zero around the ring. The next terms are smaller than the main term by a factor of order $(r_0/h)^2$. Hence
\begin{equation}
 \frac{\partial E}{\partial\ln r_0}=-K\left[1+O(r_0^2/h^2)\right].
\end{equation}
Because $E$ depends on $h/r_0$ alone, changing $\ln h$ has the opposite effect to changing $\ln r_0$:
\begin{equation}
 \frac{\partial E}{\partial\ln h}=K\left[1+O(r_0^2/h^2)\right]
 \quad\Longrightarrow\quad
 E=K\left[\ln\frac h{r_0}+C\right],\quad r_0\ll h .
 \label{eq:logenergy}
\end{equation}
The constant $C$ depends on $\nu$ and on the direction of the Burgers vector. For the screw, \eqref{eq:screwhalf} gives $C=\ln2$.

This was tested by integrating the energy density of the full traction-free half-space field. For the dislocation of the example below, the slope with respect to $\ln h$ is $0.105152\,\mu b^2$. The ring energy, computed separately from the infinite-body field, is $0.105156\,\mu b^2$. The same integration gives $C=0.4422$ for this orientation at $\nu=0.3$. A further test recovers $\ln2$ for the pure screw.

\subsection{The core constant is a convention}

Linear elasticity gives neither $r_0$ nor the energy inside it. Both are independent of $h$ in this model, so all unknowns can be collected in one number $\alpha$:
\begin{equation}
 E(h)=K\left[\ln\frac hb+\alpha\right].
\end{equation}
The Matthews-Blakeslee equation takes $\alpha=1$. If no separate energy is assigned to the core, this fixes the cutoff:
\begin{equation}
 \ln\frac h{r_0}+C=\ln\frac hb+1
 \quad\Longrightarrow\quad r_0=b\,e^{C-1}.
\end{equation}
With $C=0.4422$ this is $r_0=0.57\,b$, a length of atomic size. The choice is reasonable, but it has not been derived. An energy per length for a surface step left by the glide would also be independent of $h$, and would change $\alpha$ too.

\subsection{The balance}

Equating $F_m$ and $F_l$ from \eqref{eq:recap} at $h=h_c$ gives
\begin{equation}
 2\mu f\frac{1+\nu}{1-\nu}\,b h_c\cos\lambda
 =\frac{\mu b^2(1-\nu\cos^2\theta)}{4\pi(1-\nu)}
 \left[\ln\frac{h_c}b+1\right].
\end{equation}
The factors $\mu$, $1/(1-\nu)$ and one power of $b$ cancel. Division by $2f(1+\nu)\cos\lambda$ yields the Matthews-Blakeslee equation,
\begin{equation}
 \boxed{\;h_c=\frac{b(1-\nu\cos^2\theta)}{8\pi(1+\nu)f\cos\lambda}
 \left[\ln\frac{h_c}{b}+1\right]\;}
 \label{eq:mb}
\end{equation}
The shear modulus is absent because a stiffer crystal raises the driving force and the line energy in the same proportion. The logarithm contains the unknown itself, so \eqref{eq:mb} is an implicit equation. As $\cos\lambda\to0$ the thickness grows without bound, in agreement with the vanishing drive on a screw.

\subsection{Which root, and when there is one}

Let $x=h_c/b$ and
\begin{equation}
 p=\frac{1-\nu\cos^2\theta}{8\pi(1+\nu)f\cos\lambda},
 \qquad x=p(\ln x+1).
 \label{eq:reduced}
\end{equation}
Comparison with the balance shows that $\sigma_0b\cos\lambda=K/(pb)$. The net force on the arm is then
\begin{equation}
 N(h)=F_m-F_l=K\left[\frac{h}{pb}-\ln\frac hb-1\right].
\end{equation}
Its derivative is $K(1/pb-1/h)$ and its second derivative $K/h^2$ is positive. The single minimum lies at $h=pb$, where $N=-K\ln p$. For $p>1$ the minimum is negative and there are two roots. At $h=b$ the net force is $K(1/p-1)<0$, so one root lies below $b$ and the other above it. The lower root is smaller than a Burgers vector, where the line energy has no meaning, and is discarded. At the upper root $N$ changes from negative to positive: a thinner film draws the misfit line back, and a thicker one lets it grow.

For $p<1$ there is no real root. This does not show that a film of such large misfit relaxes at any thickness. It shows that the balance has moved to atomic lengths, where \eqref{eq:logenergy} fails. The formula loses its basis before $p$ falls to 1, since it needs $h_c\gg b$.

The upper root has a closed form. Writing \eqref{eq:reduced} as $\ln(ex)=x/p$ and exponentiating gives $ex=e^{x/p}$, hence
\begin{equation}
 \left(-\frac xp\right)e^{-x/p}=-\frac1{ep},\qquad
 x=-p\,W_{-1}\!\left(-\frac1{ep}\right).
\end{equation}
Here $W$ is the Lambert function, defined by $We^W=$ its argument. The branch $W_{-1}$ has $W\le-1$, as needed, because the upper root has $x/p=\ln x+1\ge1$.

\subsection{How far the result departs from inverse misfit}

Take the logarithm of \eqref{eq:reduced} and differentiate, using $d\ln p=-d\ln f$:
\begin{equation}
 d\ln x-\frac{d\ln x}{\ln x+1}=-d\ln f
 \quad\Longrightarrow\quad
 \frac{d\ln h_c}{d\ln f}=-\left[1+\frac1{\ln(h_c/b)}\right].
 \label{eq:power}
\end{equation}
For very thick films the exponent tends to $-1$ and the constant-energy law returns locally. At finite thickness $h_c$ falls faster than $1/f$, because a thinner film also has a cheaper misfit line.

\subsection{Worked example: a 60-degree dislocation}

Take a $(001)$ film of a cubic crystal with misfit line along $[1\bar10]$ and Burgers vector along $[101]$. The unit vectors give $\cos\theta=1/(\sqrt2\sqrt2)=1/2$. The in-plane normal is $[110]$, so $\cos\lambda=1/2$ as well. The cross product of line and Burgers vector is along $[\bar1\bar11]$, so the slip plane is a $\{111\}$ plane. The model parameters are $\mu=50$ GPa, $\nu=0.3$, $b=0.4$ nm and $f=0.01$; they stand for no particular material.

Since 1 GPa\,nm$^2$ is 1 nN, the ingredients are
\begin{align}
 \sigma_0&=2(50)(0.01)\frac{1.3}{0.7}=1.857\ \text{GPa},\\
 \frac{F_m}{h}&=1.857\times0.4\times0.5=0.3714\ \text{nN/nm},\\
 K&=\frac{50(0.4)^2(1-0.3/4)}{4\pi(0.7)}=0.8412\ \text{nN},\\
 p&=\frac{1-0.3/4}{8\pi(1.3)(0.01)(0.5)}=5.662 .
\end{align}
The upper root is $x=23.55$. Inserting it on the right of \eqref{eq:reduced} gives $5.662\,(3.159+1)=23.55$, as required. Thus
\begin{equation}
 h_c=23.55\times0.4\ \text{nm}=9.42\ \text{nm}=94.2\ \text{\AA}.
\end{equation}
Both forces are then 3.50 nN. At half this thickness the misfit force is 1.75 nN against a line force of 2.92 nN. At twice the thickness it is 7.00 nN against 4.08 nN. Doubling $h$ doubles the drive but adds only $K\ln2$ to the resistance.

A balance that uses the integrated half-space energy in place of the logarithm also gives 9.42 nm. It uses the cutoff $r_0=0.57\,b$, so it tests the logarithmic law and not the choice $\alpha=1$.

Other misfits give:
\begin{center}
\begin{tabular}{ccc}
$f$ (\%) & $h_c$ (nm) & $fh_c$ (nm)\\
0.25 & 53.4 & 0.133\\
0.50 & 22.9 & 0.114\\
1.00 & 9.42 & 0.094\\
2.00 & 3.63 & 0.073
\end{tabular}
\end{center}
The last column would be constant if the line energy were. At $f=1\,\%$, \eqref{eq:power} gives the local exponent $-(1+1/3.159)=-1.32$. For $\alpha=1$ the real root disappears at $f=5.66\,\%$, where $p=1$ and $h_c$ would equal one Burgers vector. This limit follows the core convention. For general $\alpha$ the minimum net force is $K(1-\ln p-\alpha)$, so the limit is $5.66\,\%\times e^{\alpha-1}$, about $2.1\,\%$ for $\alpha=0$.

\subsection{How much of the number to believe}

With a general core constant, $x=p(\ln x+\alpha)$. Differentiating at fixed $p$ gives $(1-p/x)\,dx=p\,d\alpha$, so
\begin{equation}
 \frac{d\ln h_c}{d\alpha}=\frac{p}{x-p}=\frac1{\ln x+\alpha-1}.
\end{equation}
At $\alpha=1$ this is $1/\ln x$, about 0.32 here. Direct solution gives 6.2 nm for $\alpha=0$ and 12.3 nm for $\alpha=2$, which are 34\,\% below and 30\,\% above the value for $\alpha=1$. The example is therefore best read as a critical thickness of roughly 10 nm. The further digits serve to check the arithmetic. The influence of the core fades as the film grows thicker, but only logarithmically.

Lattice friction changes the condition for motion. If glide requires a resolved stress $\tau_f$, moving the arm by unit length dissipates $\tau_fb$ times the strip width $h/|n_x|$. Motion that extends the misfit line then needs
\begin{equation}
 \left(\sigma_0\cos\lambda-\frac{\tau_f}{|n_x|}\right)bh>E(h).
\end{equation}
For $\tau_f>0$ the required thickness exceeds $h_c$. If the bracket is not positive, the arm cannot extend the line at any thickness in this model. A film thicker than $h_c$ may thus remain coherent because its dislocations cannot move, or because it has no threading dislocations to begin with.

Equation \eqref{eq:mb} refers to one chosen perfect dislocation; another slip system or a partial dislocation can give a smaller thickness. In a $(001)$ film with fcc stacking, tension drives the $90^\circ$ Shockley partial ($b_p=b/\sqrt3$, $\theta=90^\circ$, $\cos\lambda=1/\sqrt3$) in the sense that leaves an intrinsic stacking fault, while compression does not, so tension and compression are then no longer equivalent. A fault energy $\gamma$ per area lowers the drive by $\gamma h/|n_x|$, with $|n_x|=\sqrt{2/3}$. With the parameters of the example, $b_p$ in place of $b$, $\alpha=1$ and $\gamma=0.05$ J/m$^2$, the balance gives 7.2 nm instead of 9.42 nm.

The derivation also assumes an isolated line. Once many misfit dislocations are present, their stress fields act on each arm and the driving stress is no longer the full $\sigma_0$. Unequal or anisotropic elastic constants change both $K$ and the field of the surface, and then \eqref{eq:mb} needs a new line energy. Anisotropy also changes the relation \eqref{eq:stress} between misfit strain and misfit stress, and with it the driving force. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Shear modulus: 50.0 GPa
Poisson ratio: 0.30
Burgers vector length b: 0.400 nm
Misfit strain f: 1.00 %
cos theta: 0.5000
cos lambda: 0.5000
Biaxial misfit stress: 1.8571 GPa
Misfit force per film thickness: 0.3714 nN/nm
Line-energy coefficient K: 0.8412 nN
Line-energy coefficient K: 5.251 eV/nm
Ring energy / (mu b^2), from fields: 0.105156
Half-space log slope / (mu b^2): 0.105152
Half-space elastic constant C: 0.4422
Core radius matching constant 1: 0.5725 b
Reduced length p: 5.6622
Critical thickness h_c: 9.420 nm
Critical thickness h_c / b: 23.550
Logarithm ln(h_c/b): 3.1591
h_c from direct energy integration: 9.420 nm
At half h_c = 4.710 nm: misfit force 1.7494 nN, line force 2.9157 nN
At h_c = 9.420 nm: misfit force 3.4989 nN, line force 3.4989 nN
At twice h_c = 18.840 nm: misfit force 6.9977 nN, line force 4.0820 nN
f = 0.25 %: h_c = 53.398 nm, f*h_c = 0.1335 nm
f = 0.50 %: h_c = 22.855 nm, f*h_c = 0.1143 nm
f = 1.00 %: h_c = 9.420 nm, f*h_c = 0.0942 nm
f = 2.00 %: h_c = 3.630 nm, f*h_c = 0.0726 nm
Core constant 0: h_c = 6.212 nm
Core constant 1: h_c = 9.420 nm
Core constant 2: h_c = 12.287 nm
Local power d ln h_c / d ln f: -1.3165
Largest misfit with a real root: 5.662 %
\end{verbatim}
